# Interface Optical Phonon Frequency Between Silicon and a One-Mode Polar Oxide: verification in Python

```python
"""Interface optical phonon between silicon and a one-mode polar oxide.

Result under test (quasistatic, undamped, two half-spaces):
    w_SO^2 = w_TO^2 (EPS_S + EPS_SI) / (EPS_INF + EPS_SI)
EPS_S, EPS_INF : static and high-frequency relative permittivity of the oxide
EPS_SI         : constant relative permittivity of silicon
w_TO, w_SO     : transverse and interface frequencies, given as energies in meV
q              : in-plane wavevector; silicon is at z<0, oxide at z>0
The independent calculation diagonalizes coupled lattice oscillators and
Poisson's equation, without using a frequency-dependent permittivity.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh, solve
from scipy.optimize import brentq

EPS_S, EPS_INF, EPS_SI = 20.0, 5.0, 12.0
E_TO = 40.0                       # meV
Q = 5.0e8                         # 1/m
DEPTH = 1.0e-9                    # m, distance into silicon
THICKNESS = 2.0e-9                # m, gated oxide
HBAR_C = const.hbar * const.c / const.e * 1e3   # meV m
COUPLING_SQ = (EPS_S - EPS_INF) * E_TO**2       # vacuum permittivity = 1


def eps_oxide(energy):
    return EPS_INF + COUPLING_SQ / (E_TO**2 - energy**2)


def interface_energy(eps_neighbour, coth_qt=1.0):
    top = EPS_S * coth_qt + eps_neighbour
    bottom = EPS_INF * coth_qt + eps_neighbour
    return E_TO * np.sqrt(top / bottom)


def lattice_modes(eps_neighbour, oxide_length=10.0, n_ox=120, n_nb=300):
    """Normal modes of oxide oscillators; lengths are in units of 1/q.

    The potential is piecewise linear and vanishes at both outer ends.
    Two Gauss points per element carry the x and z displacements.
    """
    z = np.concatenate([np.linspace(-10.0, 0.0, n_nb + 1),
                        np.linspace(0.0, oxide_length, n_ox + 1)[1:]])
    n_el = len(z) - 1
    grad = np.zeros((4 * n_el, n_el + 1))
    for el in range(n_el):
        h = z[el + 1] - z[el]
        root_weight = np.sqrt(h / 2)
        for g, sign in enumerate((-1, 1)):
            s = 0.5 * (1 + sign / np.sqrt(3))
            row = 4 * el + 2 * g
            grad[row, el:el + 2] = root_weight * np.array([1 - s, s])
            grad[row + 1, el:el + 2] = root_weight * np.array([-1, 1]) / h
    grad = grad[:, 1:-1]
    eps_background = np.full(4 * n_el, EPS_INF)
    eps_background[:4 * n_nb] = eps_neighbour
    poisson = grad.T @ (eps_background[:, None] * grad)
    grad_ox = grad[4 * n_nb:]
    response = solve(poisson, grad_ox.T, assume_a="pos")
    dynamical = COUPLING_SQ * (grad_ox @ response)
    dynamical = 0.5 * (dynamical + dynamical.T)
    dynamical += E_TO**2 * np.eye(len(dynamical))
    squares, vectors = eigh(dynamical)
    energies = np.sqrt(squares)
    between = np.where((energies > energies[0] * (1 + 1e-6)) &
                       (energies < energies[-1] * (1 - 1e-6)))[0]
    assert len(between) == 1
    mode = vectors[:, between[0]]
    potential = np.sqrt(COUPLING_SQ) * (response @ mode)
    return energies, energies[between[0]], mode, potential


# Dielectric function and bulk LO condition from the equation of motion.
w, wt, es, ei, field, u = sp.symbols("w wt es ei field u", positive=True)
b = wt * sp.sqrt(es - ei)
u_driven = sp.solve(sp.Eq(-w**2 * u, -wt**2 * u + b * field), u)[0]
eps_from_motion = sp.simplify(ei + b * u_driven / field)
factored = ei * (wt**2 * es / ei - w**2) / (wt**2 - w**2)
assert sp.simplify(eps_from_motion - factored) == 0
eps_number = sp.lambdify((w, wt, es, ei), eps_from_motion)
for trial in (10.0, 55.0, 100.0):
    assert np.isclose(eps_number(trial, E_TO, EPS_S, EPS_INF),
                      eps_oxide(trial), rtol=1e-11)

# Lattice-mode calculation against the derived frequencies.
E_LO = E_TO * np.sqrt(EPS_S / EPS_INF)
E_SO = interface_energy(EPS_SI)
spectrum, e_lattice, mode, phi = lattice_modes(EPS_SI)
assert abs(spectrum[0] / E_TO - 1) < 1e-8
assert abs(spectrum[-1] / E_LO - 1) < 1e-8
# The tolerance covers the second-order error of the linear elements.
assert abs(e_lattice / E_SO - 1) < 2e-4
weight_lo = EPS_INF / (EPS_INF + EPS_SI)
mean_square = weight_lo * spectrum[-1]**2 + (1 - weight_lo) * spectrum[0]**2
assert abs(np.sqrt(mean_square) / e_lattice - 1) < 2e-4

neighbour_energies = []
for eps_nb in (0.01, 1.0, 100.0, 1.0e4):
    e_numeric = lattice_modes(eps_nb)[1]
    assert abs(e_numeric / interface_energy(eps_nb) - 1) < 2e-4
    neighbour_energies.append(e_numeric)
assert np.all(np.diff(neighbour_energies) < 0)
assert abs(neighbour_energies[0] / E_LO - 1) < 2e-3
assert abs(neighbour_energies[-1] / E_TO - 1) < 2e-3

# Fields of the lattice mode: decay, normal displacement and permittivity.
i0, h_si, h_ox = 299, 10.0 / 300, 10.0 / 120
decay_si = phi[i0 - 15] / phi[i0]
decay_ox = phi[i0 + 6] / phi[i0]
decay_formula = np.exp(-Q * DEPTH)
assert abs(15 * h_si - Q * DEPTH) < 1e-12
assert abs(decay_si / decay_formula - 1) < 1e-3
assert abs(decay_ox / np.exp(-6 * h_ox) - 1) < 1e-3
ez_si = -(phi[i0] - phi[i0 - 1]) / h_si
ez_ox = -(phi[i0 + 1] - phi[i0]) / h_ox
lattice_polarization = np.sqrt(COUPLING_SQ) * mode[1] / np.sqrt(h_ox / 2)
dz_ox = EPS_INF * ez_ox + lattice_polarization
eps_mode = dz_ox / ez_ox
# Element-centre fields are carried to the interface by their decay.
field_ratio = ez_ox * np.exp(h_ox / 2) / (ez_si * np.exp(h_si / 2))
displacement_ratio = eps_mode * field_ratio / EPS_SI
assert abs(field_ratio + 1) < 2e-3
assert abs(displacement_ratio - 1) < 2e-3
assert abs(eps_mode / eps_oxide(e_lattice) - 1) < 1e-6
assert abs(eps_mode / -EPS_SI - 1) < 2e-3

# Finite oxide under an ideal metal gate.
qt = Q * THICKNESS
E_GATED = interface_energy(EPS_SI, 1 / np.tanh(qt))
e_gated_lattice = lattice_modes(EPS_SI, oxide_length=qt)[1]
assert abs(e_gated_lattice / E_GATED - 1) < 2e-4
assert E_GATED > E_SO


# Full Maxwell boundary condition for a TM surface wave.
def retarded_energy(q):
    def mismatch(energy):
        k0_over_q = energy / HBAR_C / q
        eps = eps_oxide(energy)
        kappa_si = np.sqrt(1 - EPS_SI * k0_over_q**2)
        kappa_ox = np.sqrt(1 - eps * k0_over_q**2)
        return eps * kappa_si + EPS_SI * kappa_ox
    return brentq(mismatch, E_TO * (1 + 1e-9), E_SO * (1 + 1e-12),
                  xtol=1e-12, rtol=1e-14)


def retardation_shift(q):
    delta_square = -(EPS_SI * E_SO / (HBAR_C * q))**2 * COUPLING_SQ
    delta_square /= (EPS_INF + EPS_SI)**2
    return delta_square / (2 * E_SO)


for q_test in (5.0e7, Q):
    shift = retarded_energy(q_test) - E_SO
    assert abs(shift / retardation_shift(q_test) - 1) < 0.01

joule = E_SO * 1e-3 * const.e
q_light = np.sqrt(EPS_SI) * E_SO / HBAR_C
print(f"Oxide static relative permittivity: {EPS_S:.1f} (dimensionless)")
print(f"Oxide high-frequency permittivity: {EPS_INF:.1f} (dimensionless)")
print(f"Silicon relative permittivity: {EPS_SI:.1f} (dimensionless)")
print(f"TO phonon energy: {E_TO:.3f} meV")
print(f"LO phonon energy: {E_LO:.3f} meV")
print(f"Weight of LO square in mean: {weight_lo:.4f} (dimensionless)")
print(f"Interface phonon energy, formula: {E_SO:.3f} meV")
print(f"Interface phonon energy, lattice: {e_lattice:.3f} meV")
print(f"Interface wavenumber: {joule / (const.h * const.c) / 100:.2f} cm^-1")
print(f"Interface frequency: {joule / const.h / 1e12:.3f} THz")
print(f"Oxide-vacuum interface energy: {interface_energy(1.0):.3f} meV")
print(f"Oxide permittivity at formula energy: {eps_oxide(E_SO):.4f}")
print(f"Oxide permittivity from lattice mode: {eps_mode:.4f}")
print(f"Normal E, oxide/silicon, lattice: {field_ratio:.4f}")
print(f"Normal D, oxide/silicon, lattice: {displacement_ratio:.4f}")
print(f"Example wavevector: {Q:.2e} m^-1")
print(f"Depth in silicon: {DEPTH * 1e9:.1f} nm")
print(f"Potential at depth / interface, formula: {decay_formula:.4f}")
print(f"Potential at depth / interface, lattice: {decay_si:.4f}")
print(f"Silicon light-line wavevector at SO: {q_light:.3e} m^-1")
for q_value in (2.0e6, 1.0e7):
    print(f"Retarded energy at q={q_value:.1e} m^-1: "
          f"{retarded_energy(q_value):.3f} meV")
print(f"Retardation shift at example q: {retarded_energy(Q) - E_SO:.3e} meV")
print(f"Shift from leading correction: {retardation_shift(Q):.3e} meV")
print(f"Gated oxide thickness: {THICKNESS * 1e9:.1f} nm")
print(f"Product q times thickness: {qt:.3f} (dimensionless)")
print(f"Gated-oxide interface energy, formula: {E_GATED:.3f} meV")
print(f"Gated-oxide interface energy, lattice: {e_gated_lattice:.3f} meV")
print("all good")
```

Running it gives:

```
Oxide static relative permittivity: 20.0 (dimensionless)
Oxide high-frequency permittivity: 5.0 (dimensionless)
Silicon relative permittivity: 12.0 (dimensionless)
TO phonon energy: 40.000 meV
LO phonon energy: 80.000 meV
Weight of LO square in mean: 0.2941 (dimensionless)
Interface phonon energy, formula: 54.880 meV
Interface phonon energy, lattice: 54.882 meV
Interface wavenumber: 442.63 cm^-1
Interface frequency: 13.270 THz
Oxide-vacuum interface energy: 74.833 meV
Oxide permittivity at formula energy: -12.0000
Oxide permittivity from lattice mode: -11.9971
Normal E, oxide/silicon, lattice: -1.0005
Normal D, oxide/silicon, lattice: 1.0002
Example wavevector: 5.00e+08 m^-1
Depth in silicon: 1.0 nm
Potential at depth / interface, formula: 0.6065
Potential at depth / interface, lattice: 0.6065
Silicon light-line wavevector at SO: 9.634e+05 m^-1
Retarded energy at q=2.0e+06 m^-1: 52.760 meV
Retarded energy at q=1.0e+07 m^-1: 54.795 meV
Retardation shift at example q: -3.371e-05 meV
Shift from leading correction: -3.371e-05 meV
Gated oxide thickness: 2.0 nm
Product q times thickness: 1.000 (dimensionless)
Gated-oxide interface energy, formula: 57.423 meV
Gated-oxide interface energy, lattice: 57.423 meV
all good
```
